# Breit exchange energy of the uniform electron gas: Gaunt and retardation terms, part 1

(Sections cited here and not found follow in the second part.)

## 1. Definitions and conventions

Units are Gaussian, and $\hbar$, $m$, $c$ and $e$ are kept, with $-e$ the electron charge. The one-electron Hamiltonian is the free Dirac operator

$$H(\mathbf p)=c\,\boldsymbol\alpha\cdot\mathbf p+\gamma^0mc^2,\qquad \alpha_i=\begin{pmatrix}0&\sigma_i\\ \sigma_i&0\end{pmatrix},\qquad \gamma^0=\begin{pmatrix}1&0\\0&-1\end{pmatrix}.$$

The mass matrix is called $\gamma^0$ so that the letter $\beta$ is free for the parameter of the gas. The four matrices $\alpha_i,\gamma^0$ anticommute in pairs and each squares to one. Hence $H^2=c^2p^2+m^2c^4\equiv E^2$, with $E>0$.

The gas is uniform and unpolarized. The occupied states are the plane waves $\psi_{\mathbf ks}=u_{\mathbf ks}e^{i\mathbf k\cdot\mathbf r}/\sqrt V$ of positive energy, with $\mathbf p=\hbar\mathbf k$, $u^\dagger u=1$, two spin states $s$ for each $\mathbf k$, and $k<k_F$. Counting states gives $n=2\cdot\frac{4\pi}{3}k_F^3/(2\pi)^3=k_F^3/3\pi^2$. The filled negative-energy sea is left out (the no-sea convention), and the interaction is taken to first order in $e^2$. The dimensionless parameter is

$$\beta=\frac{\hbar k_F}{mc}.$$

With $\mathbf r=\mathbf r_1-\mathbf r_2$, two electrons interact through $e^2/r$ and through the Breit operator, which is taken as given:

$$B=-\frac{e^2}{2r}\left[\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2+(\boldsymbol\alpha_1\cdot\hat{\mathbf r})(\boldsymbol\alpha_2\cdot\hat{\mathbf r})\right]=G+R,$$

$$G=-\frac{e^2}{r}\,\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2,\qquad R=\frac{e^2}{2r}\left[\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2-(\boldsymbol\alpha_1\cdot\hat{\mathbf r})(\boldsymbol\alpha_2\cdot\hat{\mathbf r})\right].$$

The sum is right, since $-1+\tfrac12=-\tfrac12$ for the first structure and the second appears only in $R$. $G$ is the Gaunt term and $R$ the retardation term.

Fourier transforms are $\tilde w(\mathbf q)=\int d^3r\,e^{-i\mathbf q\cdot\mathbf r}w(\mathbf r)$. The exchange energy per volume from an interaction $X$ is written $e_X=e_D\Phi_X$, where $e_D$ is the nonrelativistic Dirac exchange at the same density. Since $e_D<0$, a negative $\Phi_X$ is a positive energy. The statement to be shown is

$$\Phi_G=-\tfrac23\beta^2,\qquad \Phi_R=+\tfrac19\beta^2,\qquad \Phi_B=-\tfrac59\beta^2,$$

each up to terms of order $\beta^4$.

## 2. The simple case: nonrelativistic Coulomb exchange

For a Slater determinant of orbitals $a,b,\dots$ and a pair interaction $W$, the first-order energy is $\frac12\sum_{ab}[\langle ab|W|ab\rangle-\langle ab|W|ba\rangle]$. Let $W=w_{ij}(\mathbf r_1-\mathbf r_2)\,\Gamma_{1i}\Gamma_{2j}$ with Hermitian matrices $\Gamma_i$; the Coulomb case has the single matrix $\Gamma=1$. For $a=(\mathbf k,s)$, $b=(\mathbf k',s')$ and $\mathbf q=\mathbf k-\mathbf k'$,

$$\langle ab|W|ba\rangle=\frac1{V^2}\,(u^\dagger\Gamma_iu')(u'^\dagger\Gamma_ju)\int d^3r_1d^3r_2\,e^{-i\mathbf q\cdot(\mathbf r_1-\mathbf r_2)}w_{ij}=\frac1V\,\tilde w_{ij}(\mathbf q)\,(u^\dagger\Gamma_iu')(u^\dagger\Gamma_ju')^*.$$

The phase is $e^{-i\mathbf k\cdot\mathbf r_1+i\mathbf k'\cdot\mathbf r_1}$ from electron 1 times $e^{-i\mathbf k'\cdot\mathbf r_2+i\mathbf k\cdot\mathbf r_2}$ from electron 2, and the last step uses the Hermiticity of $\Gamma_j$. Every interaction below has a transform equal to $4\pi e^2/q^2$ times a dimensionless tensor $t_{ij}(\hat{\mathbf q})$. With $\sum_{\mathbf k}\to V\int d^3k/(2\pi)^3$,

$$e_X=-\frac12\iint\frac{d^3k\,d^3k'}{(2\pi)^6}\,\frac{4\pi e^2}{q^2}\,S_X,\qquad S_X=\sum_{ss'}t_{ij}\,(u^\dagger\Gamma_iu')(u^\dagger\Gamma_ju')^*.\tag{1}$$

For $1/r$ the transform follows from $\nabla^2(1/r)=-4\pi\delta(\mathbf r)$, which becomes $-q^2\,\widetilde{(1/r)}=-4\pi$, so that $t=1$. Without relativity the spinors are two-component $\chi_s$, the overlap is $\delta_{ss'}$, and $S=2$.

Put $\mathbf k=k_F\mathbf x$, $\mathbf k'=k_F\mathbf y$. In integrals over $\mathbf x,\mathbf y$ the symbol $q$ means $|\mathbf x-\mathbf y|$, and $\iint$ means $\int d^3x\,d^3y$ over two unit balls. Six powers of $k_F$ from the measure and two from $1/q^2$ give

$$e_X=-\frac{2\pi e^2k_F^4}{(2\pi)^6}\iint\frac{S_X}{q^2}.\tag{2}$$

**Angular averages.** With $\mu$ the cosine between $\mathbf x$ and $\mathbf y$, $q^2=a-b\mu$, where $a=x^2+y^2$ and $b=2xy$, so that $a\pm b=(x\pm y)^2$ and $a^2-b^2=(x^2-y^2)^2$. The average $\langle f\rangle=\frac12\int_{-1}^1f\,d\mu$ is elementary for three powers:

$$\Big\langle\frac1{q^2}\Big\rangle=\frac1{2b}\ln\frac{a+b}{a-b}=\frac1{2xy}\ln\left|\frac{x+y}{x-y}\right|,$$

$$\Big\langle\frac1{q^4}\Big\rangle=\frac1{2b}\left[\frac1{a-b}-\frac1{a+b}\right]=\frac1{a^2-b^2}=\frac1{(x^2-y^2)^2},$$

$$\Big\langle\frac1{q^6}\Big\rangle=\frac1{4b}\left[\frac1{(a-b)^2}-\frac1{(a+b)^2}\right]=\frac{a}{(a^2-b^2)^2}=\frac{x^2+y^2}{(x^2-y^2)^4}.\tag{3}$$

For a function of $x,y,\mu$ alone, $\iint f=16\pi^2\int_0^1\!\int_0^1x^2y^2\langle f\rangle\,dx\,dy$. If $f$ is symmetric in $x$ and $y$, this is twice the integral over $y<x$, where $y=xt$, $dy=x\,dt$, $0<t<1$, and the logarithm becomes $L(t)=\ln\frac{1+t}{1-t}$.

**Moments of the logarithm.** The series $L=2\sum_{n\ge0}t^{2n+1}/(2n+1)$ has positive terms and may be integrated term by term:

$$M_k=\int_0^1t^kL\,dt=\sum_n\frac{2}{(2n+1)(2n+k+2)}=\frac2{k+1}\sum_n\left[\frac1{2n+1}-\frac1{2n+k+2}\right].$$

For odd $k$ the second denominators are the odd numbers from $k+2$ on, so only the first $(k+1)/2$ odd reciprocals survive. This gives $M_1=1$, $M_3=\frac12(1+\frac13)=\frac23$ and $M_5=\frac13(1+\frac13+\frac15)=\frac{23}{45}$.

The basic integral is then

$$I_0=\iint\frac1{q^2}=16\pi^2\cdot2\int_0^1dx\int_0^1x\,dt\,\frac{x\cdot xt}{2}L=16\pi^2\cdot\frac14\,M_1=4\pi^2.$$

With $S=2$ in (2),

$$e_D=-\frac{2\pi e^2k_F^4\cdot8\pi^2}{64\pi^6}=-\frac{e^2k_F^4}{4\pi^3},\qquad \Phi_X=\frac1{2I_0}\iint\frac{S_X}{q^2}.\tag{4}$$

**Check.** Division by $n=k_F^3/3\pi^2$ gives $-3e^2k_F/4\pi$ per electron, which is Dirac exchange. The numerical check asserts that (2), with $I_0$ from quadrature, agrees with this value and with the LDA exchange of the libxc code.

## 3. The Breit operator in momentum space

Differentiating $r$ twice gives $\partial_ir=r_i/r$ and

$$\partial_i\partial_jr=\frac{\delta_{ij}-\hat r_i\hat r_j}{r},\qquad \nabla^2r=\frac{3-1}r=\frac2r .$$

So $R=\frac{e^2}2\,\alpha_{1i}\alpha_{2j}\,\partial_i\partial_jr$. The second relation transforms to $-q^2\tilde r=8\pi/q^2$, or $\tilde r=-8\pi/q^4$ for $q\ne0$, and $\partial_i\partial_j\to-q_iq_j$. Therefore

$$\frac{\delta_{ij}-\hat r_i\hat r_j}{2r}\;\to\;\frac12\,(-q_iq_j)\left(-\frac{8\pi}{q^4}\right)=\frac{4\pi}{q^2}\,\hat q_i\hat q_j .$$

No term concentrated at $\mathbf q=0$ is lost. The tensor on the left scales as $r^{-1}$, so its transform scales as $q^{-2}$, whereas $\delta(\mathbf q)$ scales as $q^{-3}$ and its derivatives as higher inverse powers. The three operators become

$$G\to-\frac{4\pi e^2}{q^2}\,\delta_{ij}\,\alpha_{1i}\alpha_{2j},\qquad R\to+\frac{4\pi e^2}{q^2}\,\hat q_i\hat q_j\,\alpha_{1i}\alpha_{2j},\qquad B\to-\frac{4\pi e^2}{q^2}\,(\delta_{ij}-\hat q_i\hat q_j)\,\alpha_{1i}\alpha_{2j}.\tag{5}$$

$G$ couples all three components of the currents, $R$ takes away the component along $\mathbf q$, and $B$ couples only the two components transverse to $\mathbf q$. This is why the Breit exchange is called transverse.

**Check.** The program transforms the real-space tensors numerically with $\mathbf q$ along $z$ and a Gaussian damping extrapolated to zero. In units of $4\pi/q^2$ it finds 1.00000 and $-0.00000$ for the $zz$ and $xx$ components of the retardation tensor, and $-0.00001$ and 1.00000 for those of $(\delta_{ij}+\hat r_i\hat r_j)/2r$, against the values $1,0,0,1$ in (5).

Define the transition density and current of a pair of states,

$$\rho=u^\dagger u',\qquad \mathbf j=u^\dagger\boldsymbol\alpha\,u'.$$

Here $\mathbf j$ is the current in units of $c$, because the velocity operator is $\partial H/\partial\mathbf p=c\boldsymbol\alpha$. Equations (1) and (5) give

$$S_C=\sum_{ss'}|\rho|^2,\qquad S_G=-\sum_{ss'}|\mathbf j|^2,\qquad S_R=+\sum_{ss'}|\hat{\mathbf q}\cdot\mathbf j|^2,\qquad S_B=-\sum_{ss'}|\mathbf j_T|^2,\tag{6}$$

with $|\mathbf j_T|^2=|\mathbf j|^2-|\hat{\mathbf q}\cdot\mathbf j|^2$. The signs are fixed at every $\beta$: $\Phi_G\le0$, $\Phi_R\ge0$, $\Phi_B\le0$, and $\Phi_R\le|\Phi_G|$. The Gaunt and Breit exchange energies are positive and oppose Dirac exchange.

The direct term is $\frac12\int\!\!\int J_i(\mathbf r_1)w_{ij}J_j(\mathbf r_2)$, with $\mathbf J$ the current density summed over all occupied states. Section 7 shows that $\sum_su^\dagger\boldsymbol\alpha u=2c\mathbf p/E$, which is odd in $\mathbf p$ and cancels between $\mathbf k$ and $-\mathbf k$. So $\mathbf J=0$ everywhere, and the first-order Breit energy of the unpolarized gas at rest is pure exchange. The direct Coulomb term is cancelled by the neutralizing background.

## 4. The transition current to lowest order in $1/c$

Write $u=(\phi,\eta)$ in two-component blocks. The lower row of $Hu=Eu$ is $c\,\boldsymbol\sigma\cdot\mathbf p\,\phi-mc^2\eta=E\eta$, so $\eta=c\,\boldsymbol\sigma\cdot\mathbf p\,\phi/(E+mc^2)$. With $\phi=N\chi_s$ and $(\boldsymbol\sigma\cdot\mathbf p)^2=p^2$, normalization requires $N^2[1+c^2p^2/(E+mc^2)^2]=1$; since $c^2p^2=(E-mc^2)(E+mc^2)$, the bracket is $2E/(E+mc^2)$. The matrix $\boldsymbol\alpha$ connects upper with lower blocks, so

$$\mathbf j=\phi^\dagger\boldsymbol\sigma\,\eta'+\eta^\dagger\boldsymbol\sigma\,\phi'=NN'\chi^\dagger\left[\boldsymbol\sigma\,\frac{c\,\boldsymbol\sigma\cdot\mathbf p'}{E'+mc^2}+\frac{c\,\boldsymbol\sigma\cdot\mathbf p}{E+mc^2}\,\boldsymbol\sigma\right]\chi'.$$

To lowest order $N=N'=1$ and both denominators are $2mc^2$, with relative corrections of order $p^2/m^2c^2\le\beta^2$. The product rule $\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijk}\sigma_k$ gives

$$\sigma_i\,\sigma_jp'_j=p'_i+i(\mathbf p'\times\boldsymbol\sigma)_i,\qquad \sigma_jp_j\,\sigma_i=p_i+i\epsilon_{jik}p_j\sigma_k=p_i-i(\mathbf p\times\boldsymbol\sigma)_i .$$

The sum is $\mathbf p+\mathbf p'-i(\mathbf p-\mathbf p')\times\boldsymbol\sigma=\mathbf p+\mathbf p'+i\boldsymbol\sigma\times(\mathbf p-\mathbf p')$, so

$$\mathbf j=\frac{\hbar}{2mc}\,\chi^\dagger\left[\mathbf P+i\mathbf A\right]\chi',\qquad \mathbf P=\mathbf k+\mathbf k',\qquad \mathbf A=\boldsymbol\sigma\times\mathbf q.\tag{7}$$

$\mathbf P$ is the orbital (convection) current and $i\mathbf A$ the spin (magnetization) current.

**Check on a limit.** At $\mathbf k=\mathbf k'$ the spin current vanishes and $\mathbf j=\hbar\mathbf k/mc\;\delta_{ss'}=\mathbf v/c\;\delta_{ss'}$, the velocity of the electron. The program asserts that (7) agrees with the current of exact spinors at small random momenta.

For a $2\times2$ matrix $J$, $\sum_{ss'}|\chi_s^\dagger J\chi_{s'}|^2=\operatorname{Tr}JJ^\dagger$. Each $A_i$ is Hermitian and each $P_i$ is a real number, so $(P_i+iA_i)(P_i-iA_i)=P_i^2+A_i^2$, and the orbital and spin currents do not interfere in the spin sum. Further,

$$A_iA_i=\epsilon_{ikl}\epsilon_{imn}\sigma_k\sigma_mq_lq_n=\sigma_k\sigma_k\,q^2-(\boldsymbol\sigma\cdot\mathbf q)^2=3q^2-q^2=2q^2 .$$

The trace of the unit matrix is 2, and $|\mathbf k+\mathbf k'|^2=2k^2+2k'^2-q^2$ by the parallelogram rule, so

$$\sum|\mathbf j|^2=2\Big(\frac\hbar{2mc}\Big)^2\left[|\mathbf k+\mathbf k'|^2+2q^2\right]=2\Big(\frac\hbar{2mc}\Big)^2\left[2k^2+2k'^2+q^2\right].$$

Along $\mathbf q$ the spin current has no component, since $\mathbf q\cdot(\boldsymbol\sigma\times\mathbf q)=0$, while $\mathbf q\cdot\mathbf P=k^2-k'^2$. Hence $\sum|\hat{\mathbf q}\cdot\mathbf j|^2=2(\hbar/2mc)^2(k^2-k'^2)^2/q^2$. In the scaled variables $2(\hbar k_F/2mc)^2=\beta^2/2$, and

$$S_G=-\frac{\beta^2}2\left[2(x^2+y^2)+q^2\right],\qquad S_R=\frac{\beta^2}2\,\frac{(x^2-y^2)^2}{q^2}.\tag{8}$$

## 5. The integrals and the result

Three integrals are needed. The first is a product of two ball volumes,

$$I_1=\iint1=\Big(\frac{4\pi}3\Big)^2=\frac{16\pi^2}9 .$$

The second follows the path of $I_0$ with the extra factor $x^2+y^2=x^2(1+t^2)$, which turns $\int x^3dx=\frac14$ into $\int x^5dx=\frac16$:

$$I_2=\iint\frac{x^2+y^2}{q^2}=\frac{16\pi^2}6\,(M_1+M_3)=\frac{16\pi^2}6\cdot\frac53=\frac{40\pi^2}9 .$$

The third has the integrand $(x^2-y^2)^2/q^4=[\hat{\mathbf q}\cdot(\mathbf x+\mathbf y)]^2/q^2$, which is positive and at most $4/q^2$. The integral therefore converges and the angle may be done first. By (3) the angular average is exactly one wherever $x\ne y$, so

$$I_3=\iint\frac{(x^2-y^2)^2}{q^4}=I_1=\frac{16\pi^2}9 .$$

Inserting (8) into (4), with $4I_0=16\pi^2$,

$$\Phi_G=-\beta^2\,\frac{2I_2+I_1}{4I_0}=-\beta^2\,\frac{80/9+16/9}{16}=-\frac23\beta^2,\qquad \Phi_R=\beta^2\,\frac{I_3}{4I_0}=\beta^2\,\frac{16/9}{16}=\frac19\beta^2,$$

$$\Phi_B=\Phi_G+\Phi_R=-\frac69\beta^2+\frac19\beta^2=-\frac59\beta^2.\tag{9}$$

The neglected relative corrections in (7) are of order $\beta^2$, so the next terms in (9) are of order $\beta^4$. At leading order one sixth of the Gaunt exchange comes from the longitudinal current and is removed by $R$.

The energies are proportional to $n^2$. A factor $\Phi=-a\beta^2$ means $e=a\,e^2\hbar^2k_F^6/4\pi^3m^2c^2$, and $k_F^6=9\pi^4n^2$ turns this into $e=\frac{9a}{4}\,\pi e^2\hbar^2n^2/m^2c^2$. With $a=\frac23,-\frac19,\frac59$,

$$e_G=\frac{3\pi}2\,\frac{e^2\hbar^2n^2}{m^2c^2},\qquad e_R=-\frac\pi4\,\frac{e^2\hbar^2n^2}{m^2c^2},\qquad e_B=\frac{5\pi}4\,\frac{e^2\hbar^2n^2}{m^2c^2}.\tag{10}$$

**Check.** The program evaluates the six-dimensional integrals without angular averages or logarithms. It uses $\mathbf q$ and $\mathbf K=(\mathbf x+\mathbf y)/2$, with $z$ along $\mathbf q$. The measure $q^2dq$ then cancels the singularity, and the condition that both points lie in the ball is $K_\perp^2\le1-(|K_z|+q/2)^2$. It finds $4.000000\,\pi^2$, $1.777778\,\pi^2$, $4.444444\,\pi^2$ and $1.777778\,\pi^2$ for $I_0$ to $I_3$. On the same grid it builds $\rho$ and $\mathbf j$ from numerically diagonalized Dirac matrices, with no expansion in $1/c$, and extrapolates $\Phi/\beta^2$ to $\beta=0$ from two small values of $\beta$. The coefficients are $-0.666666$, $+0.111111$ and $-0.555555$, and they are asserted to match (9) within $10^{-5}$.

## 6. Orbital and spin parts, and a test on the magnetic contact term

Since the two currents in (7) do not interfere, the Gaunt term divides. The orbital part has the kernel $|\mathbf x+\mathbf y|^2/q^2=2(x^2+y^2)/q^2-1$ and the spin part the kernel $2q^2/q^2=2$:

$$\Phi_G^{\rm orb}=-\beta^2\,\frac{2I_2-I_1}{4I_0}=-\beta^2\,\frac{64/9}{16}=-\frac49\beta^2,\qquad \Phi^{\rm spin}=-\beta^2\,\frac{2I_1}{4I_0}=-\frac29\beta^2 .$$

At this order $R$ acts on the orbital current alone, so the Breit term consists of $-\frac49+\frac19=-\frac13$ from the orbital currents and $-\frac29$ from the spins, which add to $-\frac59$. The program's quadrature with explicit Pauli matrices gives $-0.444444$, $-0.222222$ and $-0.333333$ and asserts these fractions.

The sign of the orbital part can be read from (5) and (6). The exchange element contains the transition current times its own complex conjugate, so the kernel $|\mathbf x+\mathbf y|^2/q^2$ is non-negative for every pair and vanishes for opposite momenta; the sign does not depend on how the pairs are weighted. For a pair with nearly equal momenta the transition current is the common velocity. Parallel currents attract through the Gaunt term, and the minus sign of exchange removes this attraction, just as it removes the Coulomb repulsion in $e_D$.

The spin part can be found by another road, from magnetostatics in real space. A point dipole $\boldsymbol\mu_1$ has the current density $c\nabla\times(\boldsymbol\mu_1\delta)$, and $\nabla^2\mathbf A_{\rm em}=-4\pi\mathbf J/c$ gives $\tilde{\mathbf A}_{\rm em}=4\pi i\,\mathbf q\times\boldsymbol\mu_1/q^2$. The field is $i\mathbf q\times\tilde{\mathbf A}_{\rm em}=4\pi[\boldsymbol\mu_1-\hat{\mathbf q}(\hat{\mathbf q}\cdot\boldsymbol\mu_1)]$. A second dipole has the energy $-4\pi(\delta_{ij}-\hat q_i\hat q_j)\mu_{1i}\mu_{2j}$ in this field. In the unpolarized gas no spin direction is preferred, so the spin correlation $\langle\sigma_{1i}\sigma_{2j}\rangle$ of a pair at any separation is proportional to $\delta_{ij}$ for the nonrelativistic determinant. Only the isotropic part of the tensor, $\frac23\delta_{ij}$, contributes, and being independent of $\mathbf q$ it is the contact interaction $-\frac{8\pi}3\boldsymbol\mu_1\cdot\boldsymbol\mu_2\,\delta(\mathbf r)$. With $\boldsymbol\mu=-\mu_B\boldsymbol\sigma$ and $\mu_B=e\hbar/2mc$ this is $-\frac{8\pi}3\mu_B^2\,\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2\,\delta(\mathbf r)$. Two electrons at the same point must be antisymmetric in spin, so they form a singlet with $\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2=-3$. The density of ordered pairs at contact comes from opposite spins only and is $2(n/2)^2=n^2/2$. The energy per volume is

$$\frac12\cdot\Big(-\frac{8\pi}3\mu_B^2\Big)(-3)\,\frac{n^2}2=2\pi\mu_B^2n^2=\frac\pi2\,\frac{e^2\hbar^2n^2}{m^2c^2}.$$

The conversion above (10) with $a=\frac29$ gives $\frac94\cdot\frac29\,\pi=\frac\pi2$, the same value. This confirms the sign and size of the spin part of the energy obtained from (1), (5) and (7). The sign of the spin current in (7) is not tested by it, since that current enters squared.

To leading order in $\beta^2$, the Gaunt, retardation and Breit exchange factors are $-\frac23\beta^2$, $+\frac19\beta^2$ and $-\frac59\beta^2$, and a magnetostatic calculation confirms the spin part. What remains is to find the exact spin sums, explain what $R$ retards, estimate the frequency dependence that the Breit operator omits, treat the Coulomb term, and give a worked example and the limits of the result.
